# Magnetoresistance of two free-electron ferromagnets in direct contact

## Problem

Two identical ferromagnetic metals meet at the plane $x=0$ with no barrier between them. In each metal the electrons are free, with the free-electron mass $m$, and an exchange field shifts the two spin bands. At the Fermi energy $E_F$ the wavevectors are $k_M=1.1\ \text{Å}^{-1}$ for majority spin and $k_m=0.4\ \text{Å}^{-1}$ for minority spin. The magnetizations are either parallel (P) or antiparallel (AP), and in the AP state the reversal is abrupt.

Treat the transport as elastic, phase-coherent and spin-conserving, at zero temperature and small voltage. The resistance is measured between two terminals.

(a) For normal incidence, find the transmission probability of each spin in both states.

(b) Show that the magnetoresistance normalized to the parallel resistance, $(R_{AP}-R_P)/R_P$, is 28 percent.

(c) A very thin, strong barrier is now placed at the interface. By what factor does the result of (b) change?

(d) Remove the barrier again and include electrons at all angles of incidence. Does the result of (b) describe a wide junction?

(e) Which assumptions matter most for a real metal such as iron?

## Solution

### (a) Transmission at normal incidence

Take the spin axis $z$ along the magnetization of the left metal. The Hamiltonian is

$$H=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}+V_0-\Delta(x)\,\sigma_z ,$$

where $V_0$ is a constant and $\Delta(x)$ keeps its sign across the interface in the P state and changes it in the AP state. Since $H$ contains no spin operator other than $\sigma_z$, it commutes with $\sigma_z$. Up and down electrons therefore do not mix, and each spin is a separate one-dimensional problem.

The wavevector follows from the distance between $E_F$ and the band bottom, $E_F-V_s=\hbar^2k_s^2/2m$. With $\hbar^2/2m=3.81\ \text{eV Å}^2$,

$$E_F-V_M=3.81\times1.21=4.61\ \text{eV},\qquad E_F-V_m=3.81\times0.16=0.61\ \text{eV}.$$

The exchange splitting is the difference, 4.00 eV.

**Parallel state.** Each spin sees the same potential on both sides. Nothing reflects it, so $T_P=1$ for both spins.

**Antiparallel state.** "Majority" means spin along the local magnetization. An electron that keeps its spin while the magnetization reverses changes from majority to minority, or the other way round. It meets a potential step. Let its wavevector be $k_1$ on the left and $k_2$ on the right:

$$\psi=e^{ik_1x}+r\,e^{-ik_1x}\quad(x<0),\qquad \psi=t\,e^{ik_2x}\quad(x>0).$$

The potential is finite and the mass is the same on both sides, so $\psi$ and $\psi'$ are continuous at $x=0$:

$$1+r=t,\qquad k_1(1-r)=k_2t .$$

The first equation gives $1-r=2-t$. Inserting this into the second gives $2k_1=(k_1+k_2)t$, hence

$$t=\frac{2k_1}{k_1+k_2},\qquad r=t-1=\frac{k_1-k_2}{k_1+k_2}.$$

The transmission probability is a ratio of currents, not of densities. A wave $Ae^{ikx}$ carries the particle current $(\hbar k/m)|A|^2$, so

$$T=\frac{k_2}{k_1}\,|t|^2=\frac{4k_1k_2}{(k_1+k_2)^2}.$$

Current is conserved, because

$$r^2+T=\frac{(k_1-k_2)^2+4k_1k_2}{(k_1+k_2)^2}=1 .$$

The result is unchanged when $k_1$ and $k_2$ are exchanged. The spin that goes from majority to minority and the spin that goes from minority to majority thus have the same transmission,

$$T_{AP}=\frac{4k_Mk_m}{(k_M+k_m)^2}=\frac{4\times1.1\times0.4}{1.5^2}=\frac{1.76}{2.25}=0.782 .$$

The remaining fraction, 0.218, is reflected.

### (b) Magnetoresistance

For one transverse mode the two-terminal conductance is the Landauer sum over spins, $G=(e^2/h)\sum_sT_s$. Therefore

$$R_P=\frac{h}{2e^2}=12.91\ \text{k}\Omega,\qquad R_{AP}=\frac{h}{2e^2}\,\frac{1}{T_{AP}}=\frac{12.906}{0.7822}=16.50\ \text{k}\Omega .$$

$R_P$ is not zero although nothing is reflected. It is the contact resistance between a single mode and wide reservoirs, and it belongs to the two-terminal definition. If it were subtracted, the parallel resistance would vanish and the required ratio would have no meaning.

The magnetoresistance is

$$\frac{R_{AP}-R_P}{R_P}=\frac{1}{T_{AP}}-1=\frac{(k_M+k_m)^2-4k_Mk_m}{4k_Mk_m}=\frac{(k_M-k_m)^2}{4k_Mk_m}.$$

With the given wavevectors,

$$\frac{R_{AP}-R_P}{R_P}=\frac{0.7^2}{1.76}=\frac{0.49}{1.76}=0.278 ,$$

which is the required 28 percent. Dividing the same change by $R_{AP}$ gives $1-T_{AP}=0.218$, or 22 percent, so the normalization has to be stated.

No barrier is needed because the mismatch of wavevectors reflects electrons by itself. For a small mismatch $\delta k=k_M-k_m$ the effect is of second order, about $(\delta k)^2/4k_M^2$. For $k_m\to0$ it grows as $k_M/4k_m$, since hardly any current can enter a band with vanishing velocity. That growth holds as long as the thermal energy and the voltage drop stay small compared with the depth $E_F-V_m$ of the minority band.

### (c) A strong, thin barrier

Describe the barrier by $\Gamma\,\delta(x)$ and define $Z=2m\Gamma/\hbar^2$. Integrating the Schrödinger equation across $x=0$ gives a jump in slope, $\psi'(0^+)-\psi'(0^-)=Z\psi(0)$, while $\psi$ stays continuous:

$$1+r=t,\qquad ik_2t-ik_1(1-r)=Zt .$$

With $1-r=2-t$ the second equation becomes $i(k_1+k_2)t-Zt=2ik_1$. Dividing by $i$ gives

$$t=\frac{2k_1}{k_1+k_2+iZ},\qquad T=\frac{k_2}{k_1}|t|^2=\frac{4k_1k_2}{(k_1+k_2)^2+Z^2}.$$

For $Z=0$ this is the result of (a). For $Z\gg2k_M$ the denominator is nearly $Z^2$ for every pair of wavevectors. The sums over spin are then

$$\sum_sT_P\simeq\frac{4(k_M^2+k_m^2)}{Z^2},\qquad \sum_sT_{AP}\simeq\frac{8k_Mk_m}{Z^2},$$

and the magnetoresistance is

$$\frac{k_M^2+k_m^2}{2k_Mk_m}-1=\frac{(k_M-k_m)^2}{2k_Mk_m}=\frac{0.49}{0.88}=0.557 .$$

This is twice the barrier-free value. In terms of $P_0=(k_M-k_m)/(k_M+k_m)=0.467$, for which $1-P_0^2=T_{AP}$, the two results are

$$\frac{P_0^2}{1-P_0^2}\ \text{(no barrier)},\qquad \frac{2P_0^2}{1-P_0^2}\ \text{(strong, thin barrier)}.$$

The factor of two holds for normal incidence and for a barrier so high that its decay constant $\kappa$ is much larger than $k_M$, as in the delta-function limit. It does not carry over to barriers of realistic height: a rectangular barrier with $\kappa=1\ \text{Å}^{-1}$ (3.8 eV above $E_F$) and a width of 3 Å gives 6.9 percent, a quarter of the barrier-free value.

### (d) All angles of incidence

A flat interface conserves the transverse wavevector $q$. The wavevectors normal to the interface are $a=\sqrt{k_M^2-q^2}$ and $b=\sqrt{k_m^2-q^2}$, and they replace $k_M$ and $k_m$ in the matching. The number of transmitted modes per unit area is $N=\sum_s\int T_s\,d^2q/(2\pi)^2$, and the conductance per area is $(e^2/h)N$.

In the P state every incident electron passes. The integral counts two discs of radii $k_M$ and $k_m$:

$$N_P=\frac{k_M^2+k_m^2}{4\pi}=\frac{1.37}{4\pi}\ \text{Å}^{-2}.$$

In the AP state majority electrons with $q>k_m$ find no propagating state on the other side and are totally reflected. For $q<k_m$ both spins contribute equally, so

$$N_{AP}=\frac1\pi\int_0^{k_m}\frac{4ab}{(a+b)^2}\,q\,dq .$$

Let $u=a+b$ and $D=a^2-b^2=k_M^2-k_m^2=1.05\ \text{Å}^{-2}$, which does not depend on $q$. Then $a-b=D/u$, and

$$4ab=u^2-\frac{D^2}{u^2},\qquad \frac{4ab}{(a+b)^2}=1-\frac{D^2}{u^4},\qquad b=\frac12\left(u-\frac Du\right).$$

From $b^2=k_m^2-q^2$ follows

$$q\,dq=-b\,db=-\frac14\left(u-\frac Du\right)\left(1+\frac D{u^2}\right)du=-\frac14\left(u-\frac{D^2}{u^3}\right)du .$$

As $q$ runs from 0 to $k_m$, $u$ falls from $k_M+k_m=1.5\ \text{Å}^{-1}$ to $\sqrt D$. Exchanging the limits removes the minus sign:

$$N_{AP}=\frac1{4\pi}\int_{\sqrt D}^{k_M+k_m}\left(u-\frac{2D^2}{u^3}+\frac{D^4}{u^7}\right)du=\frac1{4\pi}\left[\frac{u^2}2+\frac{D^2}{u^2}-\frac{D^4}{6u^6}\right]_{\sqrt D}^{k_M+k_m}.$$

The upper limit gives $1.1250+0.4900-0.0178=1.5972$. The lower limit gives $D/2+D-D/6=4D/3=1.4000$. The difference is 0.1972, and

$$\frac{R_{AP}-R_P}{R_P}=\frac{N_P}{N_{AP}}-1=\frac{1.37}{0.1972}-1\simeq5.95 .$$

The answer to (d) is therefore no: in this model a wide junction shows about 595 percent, not 28 percent. The resistance-area products are 2.37 and 16.4 $\text{m}\Omega\,\mu\text{m}^2$.

Most of the increase comes from counting modes. Even if every electron with $q<k_m$ were transmitted, $N_{AP}$ would be only $2k_m^2/4\pi$, and the ratio would already be $1.37/0.32-1=3.28$. The 28 percent belongs to the normal-incidence mode.

### (e) Comparison with a real metal

The two wavevectors are rough, iron-like values for a free-electron tunneling model. The splitting they imply, 4.0 eV, is about twice the rough 2 eV of the d bands in iron. If $k_M$ is held at $1.1\ \text{Å}^{-1}$ and the splitting is reduced to 2.0 eV, $k_m$ rises to $0.828\ \text{Å}^{-1}$ and the normal-incidence result falls from 28 to 2.0 percent. The figure thus depends strongly on the chosen bands. Real d bands, disorder and spin-orbit coupling are outside the model, and their effect is not estimated here.

Of the assumptions tested here at normal incidence, the abrupt reversal matters most, and direct contact makes it doubtful. Exchange coupling across the interface favours a gradual rotation of the magnetization, and a domain wall in bulk iron is some tens of nanometres wide. In a sufficiently slow rotation the spin follows the local magnetization. A majority electron then remains a majority electron, keeps its wavevector $k_M$, and meets no step. Solving the two-spin Schrödinger equation at normal incidence, with a uniform rotation by 180° and the original wavevectors, gives the following.

| Wall width (nm) | Magnetoresistance (percent) |
|---:|---:|
| 0.1 | 28 |
| 0.5 | 11 |
| 1.0 | 0.95 |
| 5.0 | 0.0028 |
| 30 | 0.0012 |

For the wavevectors used here, the magnetoresistance is still 26.5 percent at a width of 3 Å, falls to half its abrupt value at about 4.6 Å, and is about 1 percent near 10 Å (0.95 percent at 10.0 Å, 1.07 percent at 10.45 Å). With all angles of incidence included, the 595 percent of (d) falls to 36 percent at 3 Å and 3.9 percent at 10 Å. In this model the effect therefore needs a reversal within a few ångströms. Such widths are one or two lattice spacings of iron, so the continuum numbers there indicate the scale only.

Why is so little left in wider walls? A reflected electron changes its momentum by $\hbar(k_M+k_m)$ if it changes band, and by $2\hbar k_m$ or $2\hbar k_M$ if it does not. A slow, smooth rotation supplies little of this. What remains depends on the profile. The uniform rotation starts and stops abruptly, and its two ends reflect. A smooth profile with the same peak rotation rate, with the magnetization angle $2\arctan e^{\pi x/L}$, gives 13.9 percent at $L=3$ Å, 0.067 percent at 10 Å and practically nothing at 50 Å, against 26.5, 0.95 and 0.0028 percent for the uniform rotation. The remainder in the wider walls of the table thus comes from the ends of the uniform rotation, and the 4.6 Å should not be carried over to other profiles or wavevectors.

In wide walls the weak reflections from the two ends interfere, so the small remainder swings with the width: at 4.9 nm it is 0.034 percent, against 0.0028 percent at 5.0 nm. The last two entries are both negligible, and no law for wide walls should be read from them.

The thermal spread of electron energies alone matters little by comparison. With the bands held fixed, averaging the transmission over the thermal spread at 300 K ($k_BT=0.026$ eV) changes the normal-incidence result from 27.8 to 27.9 percent. This average leaves out the loss of magnetization and the spin-flip scattering that heating also brings.

## Values computed for the example and the checks

```
majority wavevector: 1.1 1/angstrom
minority wavevector: 0.4 1/angstrom
hbar^2/(2m): 3.8100 eV angstrom^2
Fermi energy above majority band bottom: 4.610 eV
Fermi energy above minority band bottom: 0.610 eV
exchange splitting: 4.000 eV
AP reflection amplitude, majority incident: 0.4667
AP reflection probability: 0.2178
AP transmission, formula: 0.78222
AP transmission, lattice: 0.78224
P transmission per spin, lattice: 1.00000
single-mode resistance P: 12.906 kilo-ohm
single-mode resistance AP: 16.500 kilo-ohm
MR over R_P, formula: 27.84 percent
MR over R_P, lattice: 27.84 percent
same change over R_AP: 21.78 percent
wavevector polarization: 0.4667
strong thin barrier MR, limit: 55.68 percent
strong thin barrier MR, lattice: 55.64 percent
barrier strength used: 38.1 eV nm
all angles, resistance-area P: 2.368 milliohm um^2
all angles, resistance-area AP: 16.448 milliohm um^2
all angles, MR over R_P: 594.7 percent
MR with wall 0.1 nm wide: 28 percent
MR with wall 0.5 nm wide: 11 percent
MR with wall 1.0 nm wide: 0.95 percent
MR with wall 5.0 nm wide: 0.0028 percent
MR with wall 30.0 nm wide: 0.0012 percent
temperature: 300 K; kT: 0.0259 eV
MR with thermal averaging: 27.94 percent
reduced exchange splitting: 2.0 eV
minority wavevector then: 0.828 1/angstrom
MR then: 2.04 percent
```
